# Proximity-corrected electron-beam dose from half-height edge matching: test program

```python
"""
Result under test: the dose factor D = (1 + eta)/(1 + 2 eta rho) gives every
straight feature edge in a region of uniform density rho the same exposure
as an edge in a half-filled pattern.
alpha: forward range, beta: backscatter range (Gaussians exp(-r^2/range^2)),
eta: backscattered/forward energy, rho: filled area fraction, period: pitch.
Exposure unit: an unlimited filled area written with dose factor 1.
Lengths are in nm. The examined line always occupies -width < x < 0.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfinv

alpha, beta, eta, period = 15.0, 10000.0, 0.6, 400.0
densities = (0.25, 0.50, 0.75)
level = 0.5


def grating(width, pitch, reach, half_infinite=False):
    """Left and right borders of all lines within the given reach."""
    count = int(np.ceil(reach / pitch)) + 2
    last = 0 if half_infinite else count
    right = pitch * np.arange(-count, last + 1)
    return right - width, right


def coverage(x, lines, sigma):
    """Gaussian average of the pattern by an explicit sum over lines."""
    left, right = lines
    return 0.5 * np.sum(erf((x - left) / sigma) - erf((x - right) / sigma))


def exposure(x, lines, dose):
    forward = coverage(x, lines, alpha)
    back = coverage(x, lines, beta)
    return dose * (forward + eta * back) / (1 + eta)


def contour(lines, dose):
    """Outward displacement of the printed edge at the resist level."""
    return brentq(lambda x: exposure(x, lines, dose) - level, -45, 45,
                  xtol=1e-11)


def dose_formula(rho):
    return (1 + eta) / (1 + 2 * eta * rho)


# Normalization of the two-dimensional point spread, by radial quadrature.
def radial_weight(r, sigma):
    return 2 * r / sigma**2 * np.exp(-(r / sigma)**2)


total = (quad(radial_weight, 0, 9 * alpha, args=(alpha,))[0]
         + eta * quad(radial_weight, 0, 9 * beta, args=(beta,))[0]) / (1 + eta)
assert abs(total - 1) < 1e-9

# Single-line edge coverage: polar integration of the planar Gaussian.
for sigma, width in ((alpha, 12.0), (beta, 7000.0)):
    inner = quad(lambda r: 0.5 * radial_weight(r, sigma), 0, width)[0]
    outer = quad(lambda r: np.arcsin(width / r) / np.pi
                 * radial_weight(r, sigma), width, width + 9 * sigma)[0]
    assert abs(inner + outer - 0.5 * erf(width / sigma)) < 1e-7

# Fourier form of the edge coverage and both error bounds, over wide ranges.
orders = np.arange(1, 401)
for rho in (0.1, 0.25, 0.5, 0.6, 0.85):
    for sigma in (20.0, 60.0, 120.0, 250.0, 500.0):
        width = rho * period
        direct = coverage(0, grating(width, period, 9 * sigma), sigma)
        series = rho + np.sum(np.sin(2 * np.pi * orders * rho)
                              / (np.pi * orders)
                              * np.exp(-(np.pi * orders * sigma / period)**2))
        assert abs(direct - series) < 1e-11
        narrow = min(width, period - width)
        assert abs(direct - 0.5) <= 0.5 * erfc(narrow / sigma) + 1e-12
        q = np.exp(-(np.pi * sigma / period)**2)
        assert abs(direct - rho) <= -np.log1p(-q) / np.pi + 1e-12
        if rho == 0.5:
            assert abs(direct - 0.5) < 1e-12

print(f"forward range alpha = {alpha:.0f} nm")
print(f"backscatter range beta = {beta:.0f} nm")
print(f"energy ratio eta = {eta:.2f} (dimensionless)")
print(f"grating period = {period:.0f} nm")
bound = 0.5 * erfc(100.0 / alpha)
print(f"forward error bound, 100 nm line or gap = {bound:.1e}")
print(f"log10 of backscatter q = "
      f"{-(np.pi * beta / period)**2 / np.log(10):.0f}")

# Dose found by matching summed edge exposures to the half-filled grating.
reach = 7 * beta
reference = exposure(0, grating(0.5 * period, period, reach), 1.0)
print(f"edge exposure, rho=0.5, dose 1 = {reference:.6f}")
for rho in densities:
    width = rho * period
    lines = grating(width, period, reach)
    dose = reference / exposure(0, lines, 1.0)
    assert abs(dose - dose_formula(rho)) < 1e-8
    top = exposure(-width / 2, lines, dose)
    bottom = exposure((period - width) / 2, lines, dose)
    edge = exposure(0, lines, dose)
    # Tails of the forward Gaussian at 50 nm are about 2e-6.
    assert abs(top - dose * (1 + eta * rho) / (1 + eta)) < 1e-5
    assert abs(bottom - dose * eta * rho / (1 + eta)) < 1e-5
    assert abs(edge - (top + bottom) / 2) < 1e-5

    shift = contour(lines, 1.0)
    assert abs(shift - alpha * erfinv(eta * (2 * rho - 1))) < 1e-3
    step = 1e-3
    latitude = (contour(lines, dose * np.exp(step))
                - contour(lines, dose * np.exp(-step))) / (2 * step)
    predicted = 0.5 * np.sqrt(np.pi) * alpha * (1 + 2 * eta * rho)
    assert abs(latitude / predicted - 1) < 1e-4
    print(f"rho={rho:.2f}: line width = {width:.0f} nm")
    print(f"  dose matched = {dose:.6f}, formula = {dose_formula(rho):.6f}")
    print(f"  corrected top = {top:.4f}, bottom = {bottom:.4f}, "
          f"edge = {edge:.4f}")
    print(f"  edge exposure at dose 1 = {exposure(0, lines, 1.0):.4f}")
    print(f"  edge shift at dose 1 = {shift:.3f} nm")
    print(f"  corrected dx/dlnD = {latitude:.3f} nm")

# Isolated line: its own weak backscatter is the finite-width residual.
line_width = 100.0
single = (np.array([-line_width]), np.array([0.0]))
single_dose = dose_formula(0.0)
single_edge = exposure(0, single, single_dose)
own_back = coverage(0, single, beta)
assert abs(single_edge - 0.5 - eta * own_back) < 1e-8
assert abs(single_edge - 0.5) < 0.005
single_shift = contour(single, 1.0)
assert abs(single_shift - alpha * erfinv(eta * (2 * own_back - 1))) < 0.01
print(f"isolated line: width = {line_width:.0f} nm, "
      f"dose = {single_dose:.4f}")
print(f"  own backscatter coverage = {own_back:.6f}")
print(f"  corrected edge exposure = {single_edge:.5f}")
print(f"  edge shift at dose 1 = {single_shift:.3f} nm")
print(f"  residual shift after correction = "
      f"{contour(single, single_dose):.3f} nm")
print(f"narrow gap in filled area: dose = {dose_formula(1.0):.4f}")

# Square pads: the planar average is a product of two line averages.
pad_width = 200.0
pad_density = (pad_width / period)**2
pad_dose = dose_formula(pad_density)
pad_lines = grating(pad_width, period, reach)


def pad_exposure(x, y):
    parts = [coverage(x, pad_lines, s) * coverage(y, pad_lines, s)
             for s in (alpha, beta)]
    return pad_dose * (parts[0] + eta * parts[1]) / (1 + eta)


pad_side = pad_exposure(0, -pad_width / 2)
pad_corner = pad_exposure(0, 0)
assert abs(pad_side - level) < 1e-8
assert abs(pad_corner
           - pad_dose * (0.25 + eta * pad_density) / (1 + eta)) < 1e-8
print(f"square pads: width = {pad_width:.0f} nm, rho = {pad_density:.2f}, "
      f"dose = {pad_dose:.4f}")
print(f"  side midpoint exposure = {pad_side:.4f}")
print(f"  corner exposure = {pad_corner:.4f}")

# Outer edge of a half-infinite grating: the uniform-density premise fails.
border_density = 0.5
border = grating(border_density * period, period, reach, half_infinite=True)
border_dose = dose_formula(border_density)
border_back = coverage(0, border, beta)
border_correction = (period * border_density * (1 - border_density)
                     / (2 * np.sqrt(np.pi) * beta))
assert abs(border_back - border_density / 2 - border_correction) < 1e-5
border_edge = exposure(0, border, border_dose)
border_shift = contour(border, border_dose)
assert border_edge < level - 0.05
# The backscatter level varies slightly over the few nm of the shift.
assert abs(border_shift - alpha * erfinv(eta * (2 * border_back - 1))) < 0.02
print(f"region border: rho = {border_density:.2f}, dose = {border_dose:.4f}")
print(f"  backscatter coverage = {border_back:.5f}")
print(f"  period correction in it = {border_correction:.5f}")
print(f"  outer edge exposure = {border_edge:.4f}")
print(f"  outer edge shift = {border_shift:.3f} nm")

print("no test failed")
```

Output:

```
forward range alpha = 15 nm
backscatter range beta = 10000 nm
energy ratio eta = 0.60 (dimensionless)
grating period = 400 nm
forward error bound, 100 nm line or gap = 2.1e-21
log10 of backscatter q = -2679
edge exposure, rho=0.5, dose 1 = 0.500000
rho=0.25: line width = 100 nm
  dose matched = 1.230769, formula = 1.230769
  corrected top = 0.8846, bottom = 0.1154, edge = 0.5000
  edge exposure at dose 1 = 0.4063
  edge shift at dose 1 = -4.087 nm
  corrected dx/dlnD = 17.281 nm
rho=0.50: line width = 200 nm
  dose matched = 1.000000, formula = 1.000000
  corrected top = 0.8125, bottom = 0.1875, edge = 0.5000
  edge exposure at dose 1 = 0.5000
  edge shift at dose 1 = -0.000 nm
  corrected dx/dlnD = 21.269 nm
rho=0.75: line width = 300 nm
  dose matched = 0.842105, formula = 0.842105
  corrected top = 0.7632, bottom = 0.2368, edge = 0.5000
  edge exposure at dose 1 = 0.5937
  edge shift at dose 1 = 4.087 nm
  corrected dx/dlnD = 25.257 nm
isolated line: width = 100 nm, dose = 1.6000
  own backscatter coverage = 0.005642
  corrected edge exposure = 0.50339
  edge shift at dose 1 = -8.799 nm
  residual shift after correction = 0.090 nm
narrow gap in filled area: dose = 0.7273
square pads: width = 200 nm, rho = 0.25, dose = 1.2308
  side midpoint exposure = 0.5000
  corner exposure = 0.3077
region border: rho = 0.50, dose = 1.0000
  backscatter coverage = 0.25282
  period correction in it = 0.00282
  outer edge exposure = 0.4073
  outer edge shift = -4.037 nm
no test failed
```
